# Twin orientation in a (111)-textured copper film

## Question

A copper film consists of grains whose (111) planes lie parallel to the flat film surface. The grains have random orientations about the film normal, so the film has a (111) fibre texture. In one of these grains, called the parent, a twin forms on a {111} plane that is inclined to the surface.

Vectors are written in the parent's cubic axes $\mathbf e_1,\mathbf e_2,\mathbf e_3$. The film normal is along $\mathbf n=(1,1,1)$ and the twin plane has the normal $\mathbf m=(-1,1,1)$. In a cubic crystal the direction $[hkl]$ is perpendicular to the plane $(hkl)$, so the same three numbers describe both. Braces, as in {111}, and angle brackets, as in <111>, denote all planes or directions that differ only in the order and signs of their indices.

Treat the crystal as an unstrained face-centred cubic (fcc) lattice with an ideal, coherent twin boundary, until part (f).

## (a) The twin as a mirror image

**Find the angle between the twin plane and the surface. In a twin, the close-packed layers parallel to the twin plane are stacked in the reverse order. Show that the twin lattice is the mirror image of the parent lattice in that plane.**

**Answer.** The angle between two planes is the angle $\alpha$ between their normals:

$$\cos\alpha=\frac{\mathbf n\cdot\mathbf m}{|\mathbf n||\mathbf m|}=\frac{-1+1+1}{\sqrt3\,\sqrt3}=\frac13,\qquad \alpha=70.53^\circ .$$

Let $\hat{\mathbf m}=\mathbf m/\sqrt3$, and let $\mathbf t_1,\mathbf t_2$ be two lattice vectors that span a close-packed layer. The next layer is reached by the vector $\mathbf c=h\hat{\mathbf m}+\mathbf s$, where $h$ is the layer spacing and $\mathbf s$ is a sideways shift within the layer plane. The parent lattice consists of the points

$$i\,\mathbf t_1+j\,\mathbf t_2+k\,\mathbf c,\qquad i,j,k\ \text{integers}.$$

Reversing the stacking order reverses the sideways shift, so in the twin $\mathbf c$ is replaced by $\mathbf c'=h\hat{\mathbf m}-\mathbf s$.

Now reflect the parent in the twin plane. The reflection leaves $\mathbf t_1$, $\mathbf t_2$ and $\mathbf s$ alone and reverses $\hat{\mathbf m}$, so that

$$\mathbf c\;\to\;-h\hat{\mathbf m}+\mathbf s=-\mathbf c'.$$

Since $k$ runs over all positive and negative integers, $-\mathbf c'$ generates the same points as $\mathbf c'$. The reflected parent is therefore the twin lattice.

An atom in the boundary layer has six nearest neighbours within the layer and three in the parent layer below. The three in the twin layer above are mirror images of those below, at the same distance. The atom thus keeps the twelve nearest neighbours of the perfect crystal.

## (b) The surface plane of the twin

**Show that the twin has a {511} plane parallel to the film surface.**

**Answer.** The reflection of a vector $\mathbf v$ reverses its component along $\mathbf m$:

$$M\mathbf v=\mathbf v-\frac{2(\mathbf v\cdot\mathbf m)}{|\mathbf m|^2}\,\mathbf m .$$

By part (a), the cubic axes of the twin are $M\mathbf e_1,M\mathbf e_2,M\mathbf e_3$. The film normal stays where it is, and its indices in the twin are its components along these new axes. For each axis,

$$\mathbf n\cdot(M\mathbf e_i)=\mathbf n\cdot\mathbf e_i-\frac{2(\mathbf e_i\cdot\mathbf m)(\mathbf n\cdot\mathbf m)}{|\mathbf m|^2}=(M\mathbf n)\cdot\mathbf e_i .$$

The middle expression is unchanged when $\mathbf n$ and $\mathbf e_i$ are exchanged, which is why $M$ may be moved from one vector to the other. The twin indices of the fixed normal are thus found by reflecting the normal and reading the result in the parent's axes. With $\mathbf n\cdot\mathbf m=1$ and $|\mathbf m|^2=3$,

$$M\mathbf n=(1,1,1)-\tfrac23(-1,1,1)=\left(\tfrac53,\tfrac13,\tfrac13\right)=\tfrac13(5,1,1).$$

A reflection preserves length, and indeed $(25+1+1)/9=3=|\mathbf n|^2$. Only the ratio of the indices matters, so the plane parallel to the surface is a {511} plane of the twin.

The mirrored axes form a left-handed set. Reversing all three makes it right-handed and changes the indices to $(-5,-1,-1)$, which belong to the same family. The fcc lattice is unchanged by this inversion.

## (c) The tilt

**Find the angles between the film normal and the four <111> axes of the twin. State what is tilted, and by how much.**

**Answer.** A <111> axis of the twin is $M\mathbf p$, where $\mathbf p$ is a <111> axis of the parent. Its angle $\psi$ to the film normal follows from

$$\cos\psi=\frac{|\mathbf n\cdot M\mathbf p|}{3}=\frac{|(M\mathbf n)\cdot\mathbf p|}{3}=\frac{|(5,1,1)\cdot\mathbf p|}{9}.$$

The modulus is taken because an axis has no preferred sense. The four cases are

- $\mathbf p=(1,1,1)$: $\cos\psi=7/9$, $\psi=38.94^\circ$;
- $\mathbf p=(1,-1,1)$: $\cos\psi=5/9$, $\psi=56.25^\circ$;
- $\mathbf p=(1,1,-1)$: $\cos\psi=5/9$, $\psi=56.25^\circ$;
- $\mathbf p=(-1,1,1)$: $\cos\psi=3/9$, $\psi=70.53^\circ$.

The twin's <111> axis nearest to the film normal is tilted from it by 38.9°. This axis is the mirror image of the parent's [111]. The film surface has not tilted: its normal is [111] when described in the parent and <511> when described in the twin.

The value can also be seen geometrically. The vector $\mathbf n$ makes the angle $\alpha$ with $\mathbf m$. Its image lies in the same plane as $\mathbf n$ and $\mathbf m$, on the same side of $\mathbf m$, at the angle $180^\circ-\alpha$. The two are therefore separated by $180^\circ-2\alpha=180^\circ-2(70.53^\circ)=38.94^\circ$.

The last axis in the list is the normal of the twin plane itself, which parent and twin share.

## (d) Other twin planes and repeated twinning

**What surface planes result from the other {111} twin planes of the parent? What results if the {511} twin twins again?**

**Answer.** The other two inclined planes also have $\mathbf n\cdot\mathbf m=1$, and the reflection gives

$$\mathbf m=(1,-1,1):\ \tfrac13(1,5,1),\qquad \mathbf m=(1,1,-1):\ \tfrac13(1,1,5).$$

All three inclined planes thus lead to {511}. The fourth plane is parallel to the surface, with $\mathbf m=\mathbf n$. Then $M\mathbf n=\mathbf n-2\mathbf n=-\mathbf n$, and the twin is again (111) textured. Such a twin cannot be told from its parent by the surface plane alone.

For a second twinning the same rule applies, with the first twin's axes as the starting axes and $(5,1,1)$ as the normal:

- $\mathbf m=(-1,1,1)$: $(5,1,1)+2(-1,1,1)=(3,3,3)$, which is {111}. This restores the parent orientation.
- $\mathbf m=(1,1,1)$: $(5,1,1)-\tfrac{14}{3}(1,1,1)=\tfrac13(1,-11,-11)$, which is {11 11 1}.
- $\mathbf m=(1,-1,1)$: $(5,1,1)-\tfrac{10}{3}(1,-1,1)=\tfrac13(5,13,-7)$, which is {13 7 5}. The plane $(1,1,-1)$ gives the same family.

The nearest <111> axis is 31.59° from the film normal for {11 11 1} and 22.19° for {13 7 5}. None of these second twins has a {511} plane parallel to the surface.

## (e) Detecting the twins with X-rays

**The lattice constant is $a=0.361$ nm and the X-ray wavelength is $\lambda=0.154$ nm. Can a symmetric scan, which detects planes parallel to the surface, reveal the {511} twins? Would $\lambda=0.071$ nm help? Suggest a better measurement.**

**Answer.** The spacing of cubic lattice planes is $d=a/\sqrt{h^2+k^2+l^2}$, hence

$$d_{111}=\frac{0.361}{\sqrt3}=0.2084\ \text{nm},\qquad d_{511}=\frac{0.361}{\sqrt{27}}=0.0695\ \text{nm}.$$

Bragg's law, $\lambda=2d\sin\theta$, would require $\sin\theta=0.154/(2\times0.0695)=1.108$ for {511}. This exceeds 1, so the twins give no reflection in the symmetric scan at this wavelength.

At 0.071 nm the reflection exists, at $2\theta=61.5^\circ$. However, the third-order reflection from the parent's (111) planes behaves like a reflection from planes of spacing

$$\frac{d_{111}}{3}=\frac{a}{3\sqrt3}=\frac{a}{\sqrt{27}}=d_{511},$$

and falls at the same angle. In an unstrained film, the position of the peak therefore does not separate twin from parent.

A {111} pole figure does. At 0.154 nm the (111) reflection has $\sin\theta=0.369$, so the detector is fixed at $2\theta=43.4^\circ$. The specimen is then tilted to find {111} planes at each angle from the film normal. The parent contributes at 0° and 70.53°. The twins add intensity at 38.94° and 56.25°, and because the grains are randomly turned about the film normal, each angle other than 0° appears as a ring.

If all the untwinned grains have the (111) texture, as assumed here, the ring at 38.9° shows that twinning has occurred. In other films, grains with a different surface plane can have <111> axes near this angle without any twinning. Even here the ring does not count {511} twins alone. An {11 11 1} twin forms on the very plane whose normal lies at 38.94°, shares that normal, and contributes to the same ring.

## (f) How sharp is the angle in a real film?

**Suppose that the [111] axis of a parent grain may lie up to 3° from the film normal. Suppose also that the film has cooled by 380 K on silicon, which contracts less than copper by 14 ppm/K. For a {511} twin with a free surface, a numerical solution of cubic elasticity with $C_{11},C_{12},C_{44}=170,120,75$ GPa gives a strain of −0.710 % along the film normal. Estimate how each effect changes the 38.9° tilt.**

**Answer.** *Texture spread.* The twin's <111> axis lies 38.94° from the parent's [111], whatever the direction of the film normal. If the film normal is 3° from [111], its angle to the twin axis is smallest when it leans directly towards that axis and largest when it leans directly away. The tilt thus lies between 35.94° and 41.94°.

*Thermal strain.* The substrate holds the copper stretched in the plane, by

$$\varepsilon_\parallel=14\times10^{-6}\times380=0.532\ \%,$$

if none of the strain is relieved by plastic flow. Stretching a crystal along some direction increases the plane spacing there and reduces that component of the plane normal in proportion. For a plane normal at angle $\psi$ to the film normal, with shear left out,

$$\tan\psi'=\tan\psi\,\frac{1+\varepsilon_\perp}{1+\varepsilon_\parallel}.$$

For small strains the right side is $\tan\psi\,(1+\varepsilon_\perp-\varepsilon_\parallel)$, and the left side is $\tan\psi+\delta\psi/\cos^2\psi$. Equating them gives

$$\delta\psi=\sin\psi\cos\psi\,(\varepsilon_\perp-\varepsilon_\parallel).$$

Here $\cos\psi=7/9$ and $\sin\psi=\sqrt{32}/9$, so $\sin\psi\cos\psi=0.489$ and

$$\delta\psi=0.489\,(-0.00710-0.00532)=-0.0061\ \text{rad}=-0.35^\circ .$$

A stretched crystal with a <511> normal also shears, since this normal is not a symmetry axis of the elastic response. The numerical solution includes the shear and gives −0.25° for this axis, and at most 0.45° in size for any <111> axis of the twin. With measured room-temperature constants (168.4, 121.4, 75.4 GPa) the normal strain becomes −0.726 % and the largest shift 0.47°, while the −0.25° is unchanged. Constraint by the surrounding parent grain is left out of these figures, and it matters. For a thin twin lamella held within the parent, with matching strain in the boundary plane and continuous traction across it, the same elasticity gives about −0.7° for this axis.

*Comparison with real films.* The lattice constant, spread, cooling and elastic constants are rough typical values for a blanket copper film of the kind used in interconnect technology. For these values the texture spread matters most: it broadens the ring by up to 3° to either side, whereas strain moves it by a fraction of a degree. The strain shift given here is that of a fully elastic film. Without plastic flow, a (111) grain would carry an in-plane stress of about 1.4 GPa, which is more than copper films usually sustain. Some plastic flow is therefore to be expected, and the elastic strain and the shift it causes would be smaller. Slip also rotates the lattice, however, which can itself move the poles by a few tenths of a degree. In narrow lines, grains may instead align with the trench sidewalls. The film normal is then no longer [111] and the {511} result does not apply, but the reflection rule of part (b) still does, with the actual normal in place of $\mathbf n$.

The main values are collected in the numerical output below.

## Table of computed values

```
Film normal in parent axes: [1, 1, 1]
Twin plane normal: [-1, 1, 1]
Dot product n.m: 1
Angle of twin plane to surface: 70.53 degrees
Reflected normal, lowest integers: [5, 1, 1]
Surface family from stacked twin: {5 1 1}
Cosine of nearest <111> tilt: 0.777778
Nearest <111> tilt: 38.94 degrees
All twin <111> tilts (degrees): 38.94, 56.25, 56.25, 70.53
Parent <111> tilts (degrees): 0.00, 70.53, 70.53, 70.53
Neighbours of a boundary atom: 12
Twin plane (1, 1, 1) gives surface {1 1 1}
Twin plane (-1, 1, 1) gives surface {5 1 1}
Twin plane (1, -1, 1) gives surface {5 1 1}
Twin plane (1, 1, -1) gives surface {5 1 1}
Lattice constant (rough): 0.361 nm
Parent (111) spacing: 0.2084 nm
Twin {511} spacing: 0.0695 nm
X-ray wavelength (rough): 0.154 nm
Bragg sine for (111): 0.369
Detector angle 2theta for (111): 43.4 degrees
Bragg sine required for {511}: 1.108
Shorter wavelength (rough): 0.071 nm
2theta there, twin {511}: 61.5 degrees
2theta there, parent third order: 61.5 degrees
Texture spread (rough): 3.0 degrees
Tilt range with spread: 35.94 to 41.94 degrees
Cooling (rough): 380 K
Expansion mismatch (rough): 14 ppm/K
Elastic constants C11, C12, C44 (rough): 170, 120, 75 GPa
In-plane thermal strain: 0.532 percent
Normal strain, (111) parent: -0.390 percent
Normal strain, {511} twin: -0.710 percent
Strain shift of 38.9 degree pole: -0.247 degrees
Largest strain shift of a twin pole: 0.453 degrees
Second twin on (1, 1, 1) gives {11 11 1} nearest <111> at 31.59 degrees
Second twin on (-1, 1, 1) gives {1 1 1} nearest <111> at 0.00 degrees
Second twin on (1, -1, 1) gives {13 7 5} nearest <111> at 22.19 degrees
Second twin on (1, 1, -1) gives {13 7 5} nearest <111> at 22.19 degrees
```
